Sense-Amplifier Offset and the Signal Needed for Reliable Ferroelectric Reads

PROBLEM

A memory cell is read by letting it change the voltage of a bitline. A sense amplifier then compares the bitline with a reference voltage and reports 1 if the bitline is higher, 0 if it is lower. Transistor mismatch gives the amplifier an input offset X, a voltage that adds to the difference it is meant to judge. Over the population of amplifiers, X is Gaussian with mean zero and standard deviation σ = 5 mV.

Let d > 0 be the size of the voltage difference between bitline and reference. The signed difference is +d for a stored 1 and −d for a stored 0.

(a) Express the probability p(d) that a stored 1 is misread.

(b) Show that p = 10⁻⁹ requires a differential signal of about 30 mV. Do this with bounds that can be evaluated by hand, not only by calling a numerical inverse.

(c) To what event does this probability refer, and how sensitive is it to the assumptions about the offset?

(d) The cell is a ferroelectric capacitor made from a 10 nm film of hafnium zirconium oxide, with remanent polarization P_r = 15 μC/cm² and relative permittivity 30. The bitline has capacitance C_B = 100 fF and floats from 0 V while the other electrode, the plate, is raised to V_P = 2.0 V. The reference lies midway between the bitline levels of the two states. What capacitor area gives d = 30 mV?


HINTS

1. Write the condition for a wrong decision as an inequality for X. Only one tail of the distribution matters for a given stored bit.

2. Measure voltages in units of σ. One function of one variable remains.

3. The Gaussian density φ(t) obeys φ′(t) = −tφ(t). This makes repeated integration by parts possible, and the sign of each remainder is known.

4. To trap a root of a decreasing function, find one point where a lower bound is above the target and another where an upper bound is below it.

5. In part (d), charge that leaves the film must appear on the bitline. The linear dielectric charge is nearly the same for both states. The switched polarization distinguishes them.

6. A midpoint reference gives each state half of the voltage window.


SOLUTION

(a) The error probability

For a stored 1 the amplifier judges the sign of d + X. It errs when

d + X < 0, that is, X < −d.

The probability is the area under the offset density to the left of −d:

p(d) = ∫ from −∞ to −d of exp[−x²/(2σ²)] / (σ√(2π)) dx.

Substitute x = −σt. Then dx = −σ dt, the limit x = −d becomes t = d/σ, and x = −∞ becomes t = +∞. The minus sign from dx reverses the limits, and the factor σ cancels the one in the denominator:

p(d) = ∫ from d/σ to ∞ of φ(t) dt = Q(d/σ),

φ(t) = exp(−t²/2)/√(2π).

Q is the upper-tail probability of the standard normal law. At d = 0 it equals 1/2: without a signal, the offset alone decides. As d grows, Q falls steadily towards zero. The required signal is proportional to σ, so an amplifier with half the offset spread needs half the signal at the same error probability.

(b) The signal for one error in a billion

We need the number z for which Q(z) = 10⁻⁹. Define, for z > 0,

I_n = ∫ from z to ∞ of φ(t)/tⁿ dt,

so that Q(z) = I_0. Since φ = −φ′/t, integration by parts gives

I_n = −∫ from z to ∞ of φ′(t) t^(−n−1) dt
= φ(z)/z^(n+1) − (n+1) I_(n+2).

The boundary term at infinity vanishes because φ does. The second term is negative because the derivative of t^(−n−1) is −(n+1)t^(−n−2). Using this relation for n = 0 and then for n = 2,

Q(z) = φ(z)/z − I_2
= φ(z)/z − φ(z)/z³ + 3I_4.

The integrand of I_4 is positive, so I_4 > 0. The same relation with n = 4 gives I_4 = φ(z)/z⁵ − 5I_6, and I_6 is also positive, so I_4 < φ(z)/z⁵. Therefore

φ(z)(1/z − 1/z³) < Q(z) < φ(z)(1/z − 1/z³ + 3/z⁵).

A trial value comes from the leading term alone. Setting φ(z)/z = 10⁻⁹ and taking logarithms gives

z² = 2 ln[10⁹/(z√(2π))].

With z = 6 on the right, the right side is 36.0, so z = 6 nearly reproduces itself. The bounds now turn this estimate into a proof.

At z = 6, φ(6) = 6.0759 × 10⁻⁹, and the upper bound is

Q(6) < 6.0759 × 10⁻⁹ × (1/6 − 1/216 + 3/7776)
= 9.869 × 10⁻¹⁰ < 10⁻⁹.

At z = 5.99, φ(5.99) = 6.4513 × 10⁻⁹, and the lower bound is

Q(5.99) > 6.4513 × 10⁻⁹ × (1/5.99 − 1/5.99³)
= 1.047 × 10⁻⁹ > 10⁻⁹.

Q decreases continuously, so the root lies between these two points:

5.99 < z < 6.

Multiplication by σ = 5 mV gives

29.95 mV < d < 30 mV.

Thus 30 mV is enough and 29.95 mV is not, which is the result asked for. Numerical integration of the offset density, followed by a root search, gives d = 29.989 mV, or z = 5.9978. For design purposes this is 30 mV.

(c) What the probability means

The offset is treated here as static mismatch: it is fixed when the amplifier is made. The probability 10⁻⁹ is then the chance that an amplifier picked at random has an offset bad enough to misread a stored 1. It does not mean that every amplifier slips once in a billion reads. An amplifier with X = −35 mV misreads a 30 mV stored 1 every time, if noise is ignored.

A stored 0 is misread when −d + X > 0, or X > d. By symmetry this also has probability Q(d/σ). For random data the average error probability is therefore still Q, since

(1/2)Q + (1/2)Q = Q.

The fraction of amplifiers that fail for at least one of the two states is different. The events X < −d and X > d exclude each other, so their probabilities add to 2Q. If this fraction is to be 10⁻⁹, each tail may contain only 5 × 10⁻¹⁰, and the signal must be 30.55 mV. The choice between the two definitions costs about half a millivolt.

A simulation of one million amplifiers at d = 10 mV shows both counts at a level where errors are frequent. The formula gives Q(2) = 0.02275. With random data, the simulated error fraction is 0.02280. The fraction failing for at least one state is 0.04557, compared with 2Q(2) = 0.0455.

The sensitivity follows from the derivative Q′(z) = −φ(z). The relative decrease of Q per unit of z is

−Q′(z)/Q(z) = φ(z)/Q(z),

which is about 6.2 at z = 6. Two consequences pull in opposite directions.

First, a stricter target costs little signal. Reducing p tenfold requires an increase in z of about ln(10)/6.2 = 0.37, or 1.9 mV in this linear estimate.

Second, a small mistake about the offset changes p a great deal. Suppose the mean is not zero but 1 mV in the harmful direction. The signal of 30 mV then acts as 29 mV, and p rises from 9.9 × 10⁻¹⁰ to 3.3 × 10⁻⁹. If instead the mean is zero but σ is 5% larger than believed, p becomes 5.5 × 10⁻⁹. In the first case the cure is to add the mean shift to d; in the second it is to raise d by 5%.

The result also assumes that the distribution remains Gaussian out to six standard deviations. A sample of a few thousand amplifiers can establish the width of the central part, but it will hardly ever contain an offset that far out. If the true distribution puts a probability of more than 10⁻⁹ below −30 mV, a signal of 30 mV is not enough.

(d) The capacitor that supplies the signal

Before the read, the film has no voltage across it and holds a remanent polarization of one sign or the other. When the plate rises, a cell storing 1 switches and releases an extra charge per area ΔP = 2P_r. A cell storing 0 is already aligned with the field and has ΔP = 0. We assume complete switching and a linear dielectric response that is the same for both states.

Let V be the final bitline voltage, A the capacitor area and c the linear capacitance per area. The voltage left across the film is V_P − V. The charge it delivers equals the charge on the bitline:

C_B V = A ΔP + cA(V_P − V).

Collect the terms in V and write C_F = cA:

V = (C_F V_P + A ΔP)/(C_B + C_F).

The term with V_P is common to both states and cancels from their difference:

V_1 − V_0 = 2P_r A/(C_B + C_F).

The reference lies in the middle, so the signal seen by the amplifier is half of this:

d = P_r A/(C_B + cA).

The 30 mV requirement is thus a requirement for a 60 mV window between the two data levels. To find the area, multiply out and collect A:

d C_B = A(P_r − cd),

A = d C_B/(P_r − cd).

For the film, c = ε₀ε_r/t, where t is the thickness, and its value is 2.656 μF/cm². With d = 0.030 V,

cd = 0.080 μC/cm²,

P_r − cd = 14.92 μC/cm²,

d C_B = 3.0 fC.

Hence

A = (3.0 × 10⁻¹⁵ C)/(14.92 × 10⁻⁶ C/cm²)
= 2.01 × 10⁻¹⁰ cm² = 0.0201 μm².

A square capacitor of this area has a side of 142 nm. Its linear capacitance is 0.534 fF, about 0.5% of C_B, so d ≈ P_r A/C_B is a good approximation here.

The two bitline levels are

V_1 = (0.534 fF × 2.0 V + 6.032 fC)/(100.534 fF) = 70.6 mV,

V_0 = (0.534 fF × 2.0 V)/(100.534 fF) = 10.6 mV.

The reference is at 40.6 mV, and each level is 30 mV away from it.

The assumption of complete switching can now be examined. After the read of a 1, the film still carries 2.0 V − 0.07 V = 1.93 V, a field of 1.93 MV/cm. Take local coercive fields with a mean of 1.0 MV/cm and a Gaussian spread of 0.2 MV/cm. Solving the charge balance with this gradual switching again gives V_1 = 70.6 mV. This is a quasi-static result: it shows that the field is sufficient for the assumed spread, not that switching finishes within a given time. With a spread of 0.4 MV/cm, about 1% of the film would stay unswitched and V_1 would fall to 70.0 mV.

The area formula fails for very large capacitors. As A → ∞ it would give d → P_r/c, about 5.6 V, which exceeds the plate voltage. Long before that, the rising bitline removes the field needed to switch the film, and ΔP is no longer 2P_r. With the coercive spread of 0.2 MV/cm, the formula is 1% too high at about 0.16 μm² (d ≈ 0.23 V), and d reaches a maximum near 0.37 V at about 0.56 μm².

Comparison with a real memory

The polarization, permittivity and coercive field are rough typical values for hafnium zirconium oxide films near 10 nm; the bitline capacitance and σ are round model values. The read field is about half of a rough breakdown field of 4 MV/cm, which says nothing about wear under repeated cycling. Bitline thermal noise and leakage through the film of the selected cell matter little for these numbers. Each bitline has a noise variance kT/C_B, from equipartition of the energy C_B V²/2. Bitline and reference line, taken to have equal capacitance, together contribute √(2kT/C_B) = 0.314 mV at 358 K. Added in quadrature to 5 mV, this raises the required signal by 0.06 mV. A leakage density of 10⁻⁴ A/cm², a rough high value, acting for 10 ns shifts the bitline by 2 nV. The off-current of unselected access transistors on the same bitline is not included and can be far larger: 256 cells leaking 10 pA each shift the bitline by 0.26 mV in 10 ns, and at 100 pA each by 2.6 mV. The assumption that matters more is that every cell supplies the same, unchanging polarization. The variations below show that a 5% spread, or a 10% loss with a fixed reference, each raises the required nominal signal to about 37.5 mV.


VARIATION 1: CELLS WITH UNEQUAL POLARIZATION

Suppose P_r varies from cell to cell with a Gaussian distribution of relative standard deviation δ, independently of the amplifier offset. The reference stays at its nominal value. What nominal signal d gives p = 10⁻⁹ for a stored 1?

Write the polarization of one cell as P_r(1 + δu), where u is a standard normal variable. The window of that cell is 2d(1 + δu), and the reference lies d above the 0 level. The actual stored-1 signal is therefore

2d(1 + δu) − d = d + 2δd u.

The factor 2 appears because the reference does not follow the cell: the whole change of the window falls on the stored-1 side. The amplifier errs when d + 2δd u + X < 0. The sum of the two independent Gaussian terms has variance σ² + (2δd)², so

p = Q(d/√[σ² + (2δd)²]).

Set the argument equal to z = 5.998 and square:

d² = z²σ² + (2δz)²d²,

d = zσ/√[1 − (2δz)²].

For δ = 5%, 2δz = 0.600 and the square root is 0.800. The required signal is

d = 29.99 mV/0.800 = 37.5 mV,

and the area grows to 0.0252 μm², with δ held fixed. If the design stays at 30 mV, the error probability is 1.3 × 10⁻⁷, more than a hundred times the target.

The denominator vanishes at δ = 1/(2z) = 8.3%. At or above this spread, no signal reaches 10⁻⁹ with a fixed midpoint reference as long as every cell switches completely, so that the window is proportional to P_r. The reason is that a larger capacitor increases the signal and its spread together. For d much larger than σ, with switching still complete, the offset becomes irrelevant, and

p → Q(1/(2δ)).

This is the fraction of cells whose polarization is below half the nominal value, so that their stored-1 level falls below the reference. For δ = 10% it is Q(5) = 2.9 × 10⁻⁷. This floor belongs to the complete-switching model. With the gradual switching of part (d), a much larger capacitor raises the bitline until the field across the film approaches the coercive field. The nominal stored-1 level is then limited by that field rather than by P_r, and weaker cells stay above the reference. For δ = 10% and a coercive spread of 0.2 MV/cm, p falls to 1.7 × 10⁻⁹ at 0.3 μm² and 1.8 × 10⁻¹¹ at 0.4 μm², fifteen to twenty times the original area. At areas near the original one, reaching the target requires more uniform cells or a different reference scheme. Like the original result, these numbers rely on Gaussian behaviour far into the tail.


VARIATION 2: POLARIZATION LOST AFTER THE REFERENCE IS SET

All cells are now identical, but after the reference has been fixed, the switched polarization falls by a fraction f. The cause may be fatigue, or a read pulse too short to switch the whole film. What happens to a stored 1 in a design with d = 30 mV?

The 0 level does not move in this model, because a stored 0 releases no switched charge. In a real film it can move. If 5% of a stored-0 film has relaxed back and switches during the read, V_0 rises by 3 mV and the stored-0 error becomes 3.3 × 10⁻⁸. A permittivity of 35 instead of 30 in that state, with the reference unchanged, gives 8 × 10⁻⁹. The window shrinks from 2d to 2d(1 − f), while the reference stays d above the 0 level. The remaining stored-1 signal is

d′ = 2d(1 − f) − d = d(1 − 2f).

For f = 10%,

d′ = 30 mV × 0.8 = 24 mV,

p = Q(24/5) = Q(4.8) = 7.9 × 10⁻⁷.

A 10% loss of polarization has removed 20% of the signal and raised the error probability about 800-fold. At f = 1/2 the stored-1 level meets the reference, d′ = 0 and p = 1/2.

To retain 30 mV after the loss, the initial signal must be

d = 30 mV/(1 − 2f) = 37.5 mV for f = 10%.

This nearly equals the result of Variation 1 because of the values chosen for f and δ. A signal of 37.5 mV covers either effect alone, not both together.

If the reference is instead readjusted to the new midpoint, the signal is half of the reduced window, d(1 − f) = 27 mV. The loss is then shared equally between the two states, and the initial signal needed to retain 30 mV falls to 30 mV/0.9 = 33.3 mV. The numerical output below lists the main values for the example and the two variations.

Table of computed values

```
offset standard deviation: 5.0 mV
target one-sided error: 1.0e-09
required signal / sigma: 5.9978
required signal, inverse normal law: 29.989 mV
required signal, quadrature and root: 29.989 mV
phi(5.99): 6.4513e-09
lower bound on Q(5.99): 1.0470e-09
phi(6): 6.0759e-09
lower bound on Q(6): 9.8452e-10
upper bound on Q(6): 9.8686e-10
error at 30 mV, quadrature: 9.8659e-10
error at 30 mV, simulation: 9.889e-10 +- 2.6e-12
error at 10 mV, formula: 0.02275
error at 10 mV, random data simulated: 0.02280
amplifiers failing either state, 10 mV: 0.04557
signal if either-state failure is 1e-9: 30.55 mV
error at 30 mV, adverse mean 1 mV: 3.32e-09
error at 30 mV, sigma times 1.05: 5.51e-09
remanent polarization (rough): 15 uC/cm2
relative permittivity (rough): 30
film thickness: 10 nm
bitline capacitance: 100 fF
plate voltage: 2.0 V
linear capacitance per area: 2.656 uF/cm2
minimum area for 30 mV: 0.02011 um2
side of square capacitor: 142 nm
linear cell capacitance: 0.534 fF
switched charge 2 Pr A: 6.032 fC
bitline, switching cell, formula: 70.63 mV
bitline, switching cell, numerical: 70.62 mV
bitline, non-switching cell: 10.63 mV
midpoint reference: 40.63 mV
full window: 60.00 mV
film field after switching: 1.93 MV/cm
mean coercive field (rough): 1.0 MV/cm
spread of coercive field: 0.2 MV/cm
breakdown field (rough): 4.0 MV/cm
stored-1 signal after 10% Pr loss: 24.00 mV
error after 10% Pr loss: 7.93e-07
error at 30 mV with 5% Pr spread: 1.34e-07
required signal with 5% Pr spread: 37.48 mV
area with 5% Pr spread: 0.02515 um2
limiting Pr spread for target: 8.34 %
error floor with 10% Pr spread: 2.87e-07
temperature of use: 358 K
thermal noise of two bitlines: 0.314 mV
extra signal for thermal noise: 0.059 mV
leakage density (rough, high): 1.0e-04 A/cm2
sensing time: 10 ns
bitline error from leakage: 2.01 nV
```
